# Left and right eigenvectors of the transcorrelated Hamiltonian: cusps and expectation values, part 1

(Sections cited here and not found follow in the second part.)

## First half: the two eigenvectors and their behaviour at short range

**Setting.** Hartree atomic units are used and all functions are real. The electronic Hamiltonian is

$$H=-\tfrac12\sum_i\nabla_i^2+V,$$

where $V$ is a real function of the electron coordinates and contains the repulsion $\sum_{i<j}1/r_{ij}$. $H$ is self-adjoint, and $\Psi$ is a normalizable eigenfunction, $H\Psi=E\Psi$.

Let $\tau$ be a real function of the electron coordinates, symmetric under exchange of any two electrons. It acts by multiplication. The transcorrelated Hamiltonian is

$$\bar H=e^{-\tau}He^{\tau}.$$

I assume that $\tau$ and its gradient are bounded, and that its second derivatives grow no faster than $1/r_{ij}$ when two electrons meet. Then $e^{\tau}$ and $e^{-\tau}$ turn a function on which $H$ may act into another such function. The second derivatives of $e^{\tau}f$ contain those of $f$, its first derivatives times bounded factors, and $f$ times terms no worse than $1/r_{ij}$. All of these are square integrable if $f$ is in the domain of $H$.

### (a) The operator and its right eigenvector

*Write $\bar H$ as a differential operator. Find the eigenfunction of $\bar H$ that corresponds to $\Psi$, and say what the boundedness of $\tau$ is needed for.*

**Solution.** Let $f$ be any function in the domain. The product rule gives

$$\nabla_i(e^{\tau}f)=e^{\tau}(\nabla_if+f\,\nabla_i\tau).$$

Taking the divergence, and again differentiating the factor $e^\tau$,

$$\nabla_i^2(e^{\tau}f)=e^{\tau}\left[\nabla_i\tau\cdot(\nabla_if+f\nabla_i\tau)+\nabla_i^2f+\nabla_if\cdot\nabla_i\tau+f\nabla_i^2\tau\right].$$

The two terms with $\nabla_i\tau\cdot\nabla_if$ are equal and add, so

$$e^{-\tau}\nabla_i^2(e^{\tau}f)=\nabla_i^2f+2\nabla_i\tau\cdot\nabla_if+\left[\nabla_i^2\tau+(\nabla_i\tau)^2\right]f .$$

The potential commutes with $e^{\tau}$. Multiplying by $-\tfrac12$ and summing over electrons,

$$\bar H=H-\sum_i\left[\nabla_i\tau\cdot\nabla_i+\tfrac12\nabla_i^2\tau+\tfrac12(\nabla_i\tau)^2\right].\tag{1}$$

If $\tau=\sum_{i<j}u(r_{ij})$, the last term contains the products $\nabla_iu(r_{ij})\cdot\nabla_iu(r_{ik})$ with $j\ne k$. These couple three electrons at a time. The expansion ends there because a kinetic operator has two derivatives, and hence can produce at most two factors of $\nabla\tau$.

Now define $R=e^{-\tau}\Psi$. Then

$$\bar HR=e^{-\tau}He^{\tau}e^{-\tau}\Psi=e^{-\tau}H\Psi=ER .$$

Conversely, if $\bar HR=ER$, multiplication by $e^\tau$ gives $H(e^\tau R)=E\,e^\tau R$. The two operators therefore have the same bound-state energies, and all of them are real although $\bar H$ is not self-adjoint.

If $|\tau|\le B$, then

$$e^{-B}\|\Psi\|\le\|R\|\le e^{B}\|\Psi\|,$$

and the same bounds hold for $e^{\tau}\Psi$. Without a bound on $\tau$ one of the two functions $e^{\pm\tau}\Psi$ can fail to be normalizable. Take a relative wavefunction that decays as $e^{-\kappa r}$ and a correlator that grows as $r/2$. The product $e^{\tau}\Psi$ behaves as $e^{(1/2-\kappa)r}$, which is not normalizable for $\kappa\le\tfrac12$. The right eigenvector $e^{-\tau}\Psi$ decays faster than $\Psi$ and survives; it is its partner $e^{\tau}\Psi$, the left eigenvector of part (b), that is lost. A correlator that levels off at large distance avoids this.

### (b) The left eigenvector

*A left eigenvector satisfies $\langle L|\bar H=E\langle L|$. Find the adjoint of $\bar H$, construct $L$, and relate it to $R$. What changes when the level is degenerate?*

**Solution.** Multiplication by a real function may be moved from one side of an inner product to the other, and so may $H$. For $f$ and $g$ in the domain,

$$\langle f|e^{-\tau}He^{\tau}g\rangle=\langle e^{-\tau}f|He^{\tau}g\rangle=\langle He^{-\tau}f|e^{\tau}g\rangle=\langle e^{\tau}He^{-\tau}f|g\rangle .$$

Therefore

$$\bar H^\dagger=e^{\tau}He^{-\tau},\tag{2}$$

which is $\bar H$ with $\tau$ replaced by $-\tau$. In equation (1) this reverses the two terms linear in $\tau$ and leaves the quadratic one alone:

$$\bar H^\dagger=H+\sum_i\left[\nabla_i\tau\cdot\nabla_i+\tfrac12\nabla_i^2\tau-\tfrac12(\nabla_i\tau)^2\right].$$

Integration by parts confirms the sign. For one electron's linear terms,

$$\int f\left(\nabla\tau\cdot\nabla g+\tfrac12g\nabla^2\tau\right)=\int g\left[-\nabla\cdot(f\nabla\tau)+\tfrac12f\nabla^2\tau\right]=-\int g\left(\nabla\tau\cdot\nabla f+\tfrac12f\nabla^2\tau\right).$$

The point where two electrons meet adds no surface term, because a small sphere around it has an area proportional to $r^2$ while $fg\nabla\tau$ stays bounded there. The linear terms are thus antisymmetric, and they are the part of $\bar H$ that is not self-adjoint.

The condition $\langle L|\bar H=E\langle L|$ is the same as $\bar H^\dagger L=EL$. By (2) it is solved by $L=e^{\tau}\Psi$:

$$\bar H^\dagger e^{\tau}\Psi=e^{\tau}H\Psi=E\,e^{\tau}\Psi .$$

Since $\Psi=e^{\tau}R$,

$$L=e^{\tau}\Psi=e^{2\tau}R.\tag{3}$$

The same relation can be written between operators. Both $e^{2\tau}\bar H$ and $\bar H^\dagger e^{2\tau}$ equal $e^{\tau}He^{\tau}$, so

$$\bar H^\dagger e^{2\tau}=e^{2\tau}\bar H .\tag{4}$$

Hence $e^{2\tau}$ turns every right eigenvector into a left eigenvector of the same energy.

For a nondegenerate level this fixes $L$ up to a constant. If $L'$ is any left eigenvector, $e^{-\tau}L'$ is an eigenfunction of $H$ with energy $E$ and must be a multiple of $\Psi$. For a degenerate level the statement concerns spaces: $e^{2\tau}$ maps the right eigenspace onto the left one. Individual vectors need not match. With two orthogonal eigenfunctions $\Psi_1$ and $\Psi_2$ of the same energy, $e^{-\tau}\Psi_1$ and $e^{\tau}\Psi_2$ are valid right and left eigenvectors, yet they are not related by (3).

The reality of $\tau$ matters too. For a complex multiplicative $\tau$ equation (2) becomes $\bar H^\dagger=e^{\tau^*}He^{-\tau^*}$, so that $L=e^{\tau^*}\Psi=e^{\tau+\tau^*}R$. A purely imaginary $\tau$ makes the transformation unitary, and then $L=R$. The difference between the two vectors comes from the real part of $\tau$.

### (c) The cusps

*Electrons 1 and 2 approach each other away from all other particles. With $\mathbf r=\mathbf r_1-\mathbf r_2$, let one partial wave of the relative motion be $r^lY_{lm}(\hat{\mathbf r})f(r)$, where $f(0)\neq0$. Near $r=0$ the correlator is $u(r)$ plus a part smooth in $\mathbf r$, and $u'(0)=a$. Find the cusp slope $f'(0)/f(0)$ in $\Psi$, $R$ and $L$. When is $R$ free of a cusp?*

**Solution.** Let $\mathbf X=(\mathbf r_1+\mathbf r_2)/2$. Then $\nabla_1=\nabla_r+\tfrac12\nabla_X$ and $\nabla_2=-\nabla_r+\tfrac12\nabla_X$. In the sum of squares the cross terms cancel:

$$-\tfrac12(\nabla_1^2+\nabla_2^2)=-\nabla_r^2-\tfrac14\nabla_X^2 .$$

The radial part of $\nabla_r^2$ acts on $g=r^lf$ as

$$g''+\frac2rg'-\frac{l(l+1)}{r^2}g=r^l\left[f''+\frac{2l+2}{r}f'+\frac{l(l-1)+2l-l(l+1)}{r^2}f\right],$$

and the last numerator is zero. The relative kinetic energy and the repulsion therefore give

$$r^l\left[-f''-\frac{2(l+1)}rf'+\frac1rf\right].\tag{5}$$

All other potentials are smooth in $\mathbf r$ near this point. A multipole of order $k$ in them carries at least the power $r^k$, and it connects a wave $l'$ to the wave $l$ only if $k\ge|l-l'|$. Its contribution is thus of order $r^l$ or higher. The centre-of-mass term $-\tfrac14\nabla_X^2$ and the term $E\Psi$ leave the power of $r$ unchanged, so they are also of order $r^l$. The terms of order $r^{l-1}$ in (5) have nothing else to cancel against, so they must cancel each other. This gives the cusp condition for $\Psi$,

$$c\equiv\frac{f'(0)}{f(0)}=\frac1{2(l+1)} .$$

Next consider $\bar H$. The identity of part (a), applied to $-\nabla_r^2$ with $u(r)$ in place of $\tau$, adds

$$-2u'\partial_r-\left(u''+\frac2ru'\right)-u'^2 .$$

Acting on $r^lf$, the first term gives $r^l(-2u'f'-2lu'f/r)$. The terms of order $r^{l-1}$ now require

$$-2(l+1)f'(0)+\left[1-2(l+1)a\right]f(0)=0 .$$

For $\bar H^\dagger$ the sign of $a$ is reversed. The slopes are

$$R:\ \frac1{2(l+1)}-a=c-a,\qquad L:\ \frac1{2(l+1)}+a=c+a .\tag{6}$$

Multiplying $\Psi$ by $e^{\mp u}=e^{\mp u(0)}(1\mp ar+\dots)$ gives the same result. The smooth part of $\tau$ does not alter it for the lowest wave of each exchange parity. Because $\tau$ is symmetric, this part is even in $\mathbf r$, so it starts with a constant and continues at second order.

$R$ is free of a cusp if and only if $a=c$, and then the slope of $L$ is $2c$, twice that of $\Psi$. For a pair in an $s$ wave this means $a=\tfrac12$. The mechanism can be read from the operators. For $l=0$ and $a=\tfrac12$ the term $-2u'/r$ cancels the repulsion $1/r$ in $\bar H$. In $\bar H^\dagger$ it has the opposite sign and makes the repulsion $2/r$. The left eigenvector responds to a Coulomb singularity of twice the strength.

The doubled cusp is therefore conditional. Two electrons in a triplet have an odd spatial function, whose lowest wave is normally $l=1$ with $c=\tfrac14$. If the same correlator with $a=\tfrac12$ is used, (6) gives $-\tfrac14$ for $R$ and $\tfrac34$ for $L$. The correlator has overcorrected: acting on a $p$ wave, where the term $-2u'\partial_r$ applied to the factor $r$ adds $-2a/r$, $\bar H$ has the effective $1/r$ coefficient $1-4a=-1$, an attraction. With $a=\tfrac14$ the triplet cusp would be removed, but an $s$-wave pair would keep half of its slope.

### (d) A solvable pair

*Two electrons in a singlet are held in a harmonic trap, $V=\tfrac12\omega^2(r_1^2+r_2^2)+1/r$, with $\omega=\tfrac12$ hartree. Show that $\Psi=(1+r/2)\,e^{-(r_1^2+r_2^2)/4}$ is an eigenfunction. For $\tau=(1-e^{-\gamma r})/(2\gamma)$ with $\gamma=\tfrac12$ bohr$^{-1}$, expand the relative parts of $R$ and $L$ through $r^3$.*

**Solution.** From $r_1^2+r_2^2=2X^2+r^2/2$ the Hamiltonian separates into

$$\left[-\tfrac14\nabla_X^2+\omega^2X^2\right]+\left[-\nabla_r^2+\tfrac14\omega^2r^2+\frac1r\right],$$

and $\Psi=e^{-X^2/2}\,p\,G$ with $p=1+r/2$ and $G=e^{-r^2/8}$. For the centre, $\nabla_X^2e^{-X^2/2}=(X^2-3)e^{-X^2/2}$. The first bracket then gives $-\tfrac14X^2+\tfrac34+\tfrac14X^2=\tfrac34$ hartree.

For the relative part, $G'=-\tfrac r4G$, $G''=(\tfrac{r^2}{16}-\tfrac14)G$, $p'=\tfrac12$ and $p''=0$. Hence

$$\frac{\nabla_r^2(pG)}G=2p'\frac{G'}G+p\frac{G''}G+\frac2r\left(p'+p\frac{G'}G\right)=\frac{r^2}{16}p-\frac34p-\frac r4+\frac1r .$$

The second bracket acting on $pG$, divided by $G$, is

$$\frac34p+\frac r4-\frac1r+\frac pr=\frac34+\frac{3r}8+\frac r4+\frac12=\frac54\left(1+\frac r2\right).$$

The relative energy is $\tfrac54$ hartree and the total is 2 hartree. From here on $\Psi$, $R$ and $L$ denote the relative functions, with value 1 at $r=0$.

Logarithms make the expansion short:

$$\ln\Psi=\frac r2-\frac{r^2}4+\frac{r^3}{24}+\dots,\qquad\tau=\frac r2-\frac{r^2}8+\frac{r^3}{48}+\dots$$

Subtracting or adding $\tau$ and exponentiating,

$$R=1-\frac{r^2}8+\frac{r^3}{48}+\dots,\qquad L=1+r+\frac{r^2}8-\frac{7r^3}{48}+\dots$$

The slopes of $\Psi$, $R$ and $L$ are $\tfrac12$, 0 and 1 bohr$^{-1}$. $R$ is still not smooth: along a line through $r=0$ the term $r^3$ becomes $|x|^3$, whose third derivative jumps. "Cusp-free" refers to the linear term.

The numerical check diagonalizes $\bar H$ in 30 functions, polynomials in $r$ (odd powers included) times $e^{-r^2/8}$. This basis contains $\Psi$ exactly, but not $R$ or $L$. It finds the energy 1.25000000 hartree and these same slopes. At $r=1$ bohr it gives $R=0.8931$ and $L=1.9619$, with ratio 2.1967. Equation (3) predicts

$$e^{2\tau(1)}=\exp\left[2(1-e^{-1/2})\right]=\exp(0.7869)=2.1967 .$$

At 2 bohr the values are 0.6447 and 2.2825. $R$ has fallen from its value at contact, while $L$ has more than doubled. For the $p$ wave with the same correlator the computed slopes are $-0.25$ and $0.75$ bohr$^{-1}$, as (6) requires.

## Second half: expectation values and approximate vectors

**Symbols and results carried over.** $\bar H=e^{-\tau}He^{\tau}$, with a real, bounded, symmetric function $\tau$. For $H\Psi_n=E_n\Psi_n$, the right and left eigenvectors are $R_n=e^{-\tau}\Psi_n$ and $L_n=e^{\tau}\Psi_n=e^{2\tau}R_n$. They satisfy $\bar HR_n=E_nR_n$ and $\bar H^\dagger L_n=E_nL_n$. An index is omitted when one state is meant.

The example is the relative motion of two electrons in a trap with $\omega=\tfrac12$ hartree. Its Hamiltonian is $-\nabla_r^2+r^2/16+1/r$, its ground state is $\Psi=(1+r/2)e^{-r^2/8}$, and its energy is $\tfrac54$ hartree. The correlator is $\tau=(1-e^{-\gamma r})/(2\gamma)$ with $\gamma=\tfrac12$ bohr$^{-1}$. At $r=0$ the functions $\Psi$, $R$ and $L$ equal 1 and have slopes $\tfrac12$, 0 and 1 bohr$^{-1}$.

### (e) Orthogonality

*Which orthogonality relation holds between eigenvectors of different energy? Are the right eigenvectors orthogonal among themselves?*

**Solution.** Evaluate $\langle L_m|\bar H|R_n\rangle$ twice, with $\bar H$ acting to the right and then to the left:

$$E_n\langle L_m|R_n\rangle=\langle L_m|\bar HR_n\rangle=\langle\bar H^\dagger L_m|R_n\rangle=E_m\langle L_m|R_n\rangle .$$

If $E_m\ne E_n$, the overlap must vanish. Inserting the definitions gives the same result, and the normalization with it:

$$\langle L_m|R_n\rangle=\langle e^{\tau}\Psi_m|e^{-\tau}\Psi_n\rangle=\langle\Psi_m|\Psi_n\rangle .\tag{7}$$

Within a degenerate level, orthonormal $\Psi_n$ give biorthonormal pairs. For a single state (7) reads $\langle L|R\rangle=\langle\Psi|\Psi\rangle$, which is never zero.

In terms of right eigenvectors alone,

$$\langle R_m|e^{2\tau}|R_n\rangle=0\qquad(E_m\neq E_n).$$

The right eigenvectors are orthogonal with the weight $e^{2\tau}$. Without it they are in general not orthogonal, since $\langle R_m|R_n\rangle=\langle\Psi_m|e^{-2\tau}|\Psi_n\rangle$ is an off-diagonal element of a function that is not constant. A symmetry shared by $H$ and $\tau$ can still make this element vanish, as between an $s$ wave and a $p$ wave when $\tau$ depends on $r$ only.

In the trap, the first excited relative $s$ state lies at 2.190 hartree. The normalized overlap of the two lowest right eigenvectors is 0.260. With the weight $e^{2\tau}$ the overlap falls to about $10^{-14}$, which is the rounding error of the calculation.

### (f) Expectation values

*Express $\langle\Psi|O|\Psi\rangle/\langle\Psi|\Psi\rangle$ through $L$ and $R$. Treat a multiplicative operator and the kinetic energy separately. What error arises if $R$ is used on both sides, or if the kinetic operator is left untransformed?*

This part has constructed the right and left eigenvectors of $\bar H$, found their cusps, and shown that they are orthogonal to each other for different energies. It remains to answer question (f) on expectation values, and then to treat the errors of approximate vectors and the behaviour of both vectors in a smooth basis.
